\section*{A donor beneath an impenetrable surface: from 2p0 to 1s binding}

\section{A quarter of the binding, and a quick recovery}

Take a semiconductor with effective mass ratio $m^*/m=0.1$ and dielectric constant $\epsilon=10$, both chosen as round model parameters. A donor deep inside it binds an electron by 13.61 meV. The same donor placed on an impenetrable planar surface, with the same dielectric constant outside, binds it by 3.40 meV, one quarter as much. Moved inward by only 4.17 nm, less than the effective Bohr radius of 5.29 nm, it binds with half of the bulk value. Both the factor of four and the quick recovery need an explanation.

The electron has an isotropic effective mass and occupies the half-space $z>0$. The donor has charge $+e$ and sits at depth $d\ge 0$ on the $z$ axis; $r$ is the distance from it. The dielectric constant is taken equal on both sides of the surface, so there are no image charges. With
\begin{equation}
a^*=\frac{4\pi\epsilon_0\epsilon\hbar^2}{m^*e^2}=a_0\,\frac{\epsilon}{m^*/m},\qquad
\mathrm{Ry}^*=\frac{\hbar^2}{2m^*a^{*2}}=\mathrm{Ry}\,\frac{m^*/m}{\epsilon^2}
\end{equation}
as units of length and energy, the Coulomb energy at distance $a^*$ is $\hbar^2/(m^*a^{*2})=2\,\mathrm{Ry}^*$, and the problem becomes
\begin{equation}
H=-\nabla^2-\frac{2}{r},\qquad \psi=0\ \text{at}\ z=0 .
\label{eq:H}
\end{equation}
Here $\mathrm{Ry}^*=13605.7\times0.1/100=13.606$ meV and $a^*=0.052918\times 100=5.292$ nm. The potential vanishes far away, so the continuum starts at $E=0$ for every $d$, and the binding energy is $-E$.

\section{First derivation: reflection, then a moving wall}

\subsection{The donor on the surface}

At $d=0$ the potential is even in $z$. Continue a half-space state to $z<0$ by $\Psi(x,y,-z)=-\psi(x,y,z)$. Since $\psi$ vanishes on the plane, $\Psi$ is continuous there. The $z$ derivative of an odd function is even, so it is continuous too. Thus $\Psi$ is a hydrogen state odd in $z$. Conversely, every odd hydrogen state vanishes on the plane and gives a half-space state.

Reflection takes $\theta$ to $\pi-\theta$ and multiplies $Y_{lm}$ by $(-1)^{l+m}$, so $l+m$ must be odd. The level $n=1$ has $l=m=0$ and is excluded. In $n=2$ the states $2s$ and $2p_{\pm1}$ have $l+m$ even; $2p_0$ alone remains. With $E=-1/n^2$,
\begin{equation}
\psi=\frac{z\,e^{-r/2}}{\sqrt{16\pi}},\qquad E(0)=-\frac14 .
\label{eq:surface}
\end{equation}
The norm follows from $2\pi\int_0^1c^2dc\int_0^\infty r^4e^{-r}dr=2\pi\cdot\frac13\cdot24=16\pi$, with $c=\cos\theta$. This is the upper half of the full-space $2p_0$ function, multiplied by $\sqrt2$. The mean electron depth is
\begin{equation}
\langle z\rangle=\frac{2\pi}{16\pi}\int_0^1c^3dc\int_0^\infty r^5e^{-r}dr=\frac18\cdot\frac14\cdot120=3.75,
\end{equation}
or 19.8 nm. The wall keeps the electron away from the region where the attraction is strongest.

The minimum can be confirmed without the list of hydrogen states. For positive $\phi$ and $\psi=\phi f$,
\begin{equation}
|\nabla\psi|^2=\phi^2|\nabla f|^2+\nabla\phi\cdot\nabla(\phi|f|^2).
\label{eq:identity}
\end{equation}
Integrate the last term by parts; the boundary term vanishes because $\phi|f|^2=0$ on the wall:
\begin{equation}
\int|\nabla\psi|^2=\int\phi^2|\nabla f|^2-\int\phi|f|^2\nabla^2\phi .
\label{eq:parts}
\end{equation}
For $\phi=ze^{-r/2}$,
\begin{equation}
\nabla^2\phi=z\Big(\frac14-\frac1r\Big)e^{-r/2}+2\Big(-\frac{z}{2r}\Big)e^{-r/2}
=\Big(\frac14-\frac2r\Big)\phi .
\end{equation}
Hence $\langle H\rangle+\frac14=\int\phi^2|\nabla f|^2\big/\int\phi^2|f|^2\ge0$, with equality for constant $f$.

\subsection{The donor moves inward}

For $d>0$ the plane is no longer a symmetry plane of the potential. Put the origin at the donor, so that the potential is fixed and the wall lies at $u=z-d=-d$. Let $\psi$ be the real normalized ground state and let a dot denote $\partial/\partial d$ at a fixed point. Differentiating $(H-E)\psi=0$ gives $(H-E)\dot\psi=\dot E\psi$. Multiply by $\psi$, integrate, and use $(H-E)\psi=0$:
\begin{equation}
\dot E=\int(\dot\psi\nabla^2\psi-\psi\nabla^2\dot\psi)\,dV
=\oint(\dot\psi\,\partial_n\psi-\psi\,\partial_n\dot\psi)\,dS .
\end{equation}
On the wall $\psi=0$, and the outward normal gives $\partial_n\psi=-\partial_z\psi$. Because $\psi(x,y,-d)=0$ for every $d$, its total derivative vanishes: $\dot\psi-\partial_z\psi=0$. Therefore
\begin{equation}
\frac{dE}{dd}=-\int_{\rm wall}(\partial_z\psi)^2\,dS<0 .
\label{eq:wall}
\end{equation}
The integral cannot vanish: a solution with zero value and zero slope on the whole plane would be zero everywhere. The binding therefore rises steadily with depth. At $d=0$, equation (\ref{eq:surface}) gives $\partial_z\psi=e^{-\rho/2}/\sqrt{16\pi}$ on the wall, with $\rho$ the distance from the axis, so
\begin{equation}
\frac{dE}{dd}\Big|_{0}=-\frac{2\pi}{16\pi}\int_0^\infty\rho\,e^{-\rho}d\rho=-\frac18 .
\label{eq:slope}
\end{equation}

If this slope persisted, a binding of $\frac12$ would need $d=2$. The calculated depth is 0.788, because the slope steepens: at $d=1$ the wall integral is 0.531, more than four times its surface value. A finite difference of the energies gives the same slope there.

\subsection{Where the energy ends}

A half-space state continued by zero is an admissible full-space function, so $E\ge-1$. An upper bound comes from $\psi=zg$ with $g=e^{-\alpha r}$. Equation (\ref{eq:parts}) with $\phi=z$, $f=g$ and $\nabla^2z=0$ gives $\int|\nabla\psi|^2=\int z^2|\nabla g|^2=\alpha^2\int\psi^2$. The kinetic energy is $\alpha^2$ at any depth.

For the attraction set $b=2\alpha$ and $W=\frac1{4\pi}\int z^2e^{-br}r^{-1}dV$. At fixed $u$, $\rho\,d\rho=r\,dr$, and the integral over the plane is $2\pi e^{-b|u|}/b$. Thus
\begin{align}
W&=\frac1{2b}\left[\int_0^\infty(d+u)^2e^{-bu}du+\int_0^d(d-u)^2e^{-bu}du\right]\nonumber\\
&=\frac1{2b}\left[\frac{d^2}{b}+\frac{2d}{b^2}+\frac2{b^3}
+\frac{d^2}{b}-\frac{2d}{b^2}+\frac{2-2e^{-bd}}{b^3}\right]\nonumber\\
&=\frac{d^2}{b^2}+\frac{2-e^{-bd}}{b^4}.
\end{align}
The norm divided by $4\pi$ is $N=-\partial W/\partial b$, since this derivative removes the factor $1/r$:
\begin{equation}
N=\frac{2d^2}{b^3}+\frac{4(2-e^{-bd})}{b^5}-\frac{d\,e^{-bd}}{b^4},\qquad
E\le\alpha^2-\frac{2W}{N}.
\label{eq:trial}
\end{equation}
At $d=0$ the bound is $\alpha^2-\alpha$, whose minimum at $\alpha=\frac12$ is the true energy. For large $d$, dropping exponentials and higher powers of $1/d$,
\begin{equation}
\frac WN\simeq\frac b2\,\frac{1+2/(bd)^2}{1+4/(bd)^2}
\simeq\alpha-\frac1{2\alpha d^2},\qquad
E\lesssim\alpha^2-2\alpha+\frac1{\alpha d^2}.
\end{equation}
The minimum lies at $\alpha\simeq1+1/(2d^2)$ and equals $-1+1/d^2$ to this order. This squeezes $E(d)$ to $-1$. The optimal $\alpha$ thus returns to 1 from above: it is 1.012 at $d=6$, where the expansion gives 1.014. At $d=2$ the expansion is too crude, giving 1.125 against the true optimum 1.051. The bound does not give the true rate of approach: at $d=2$ it is $-0.807$ against $-0.922$, a shortfall of 12\% relative to the true binding.

\section{Second derivation: separation at every depth}

\subsection{Two ordinary equations}

Let $r'$ be the distance from the mirror point at $z=-d$. For $d>0$ define
\begin{equation}
\xi=\frac{r'+r}{2d}\ge1,\qquad \eta=\frac{r'-r}{2d}.
\end{equation}
From $r'^2-r^2=4dz$ follows $z=d\xi\eta$, so the wall is $\eta=0$ and the half-space is $0<\eta\le1$. Also $r=d(\xi-\eta)$ and $\rho=d\sqrt{(\xi^2-1)(1-\eta^2)}$. The squared scale factor for $\xi$ is
\begin{equation}
h_\xi^2=d^2\eta^2+d^2\xi^2\frac{1-\eta^2}{\xi^2-1}=d^2\frac{\xi^2-\eta^2}{\xi^2-1},
\end{equation}
and likewise $h_\eta^2=d^2(\xi^2-\eta^2)/(1-\eta^2)$. The azimuthal factor is $\rho$. Then $h_\eta\rho/h_\xi=d(\xi^2-1)$, $h_\xi\rho/h_\eta=d(1-\eta^2)$ and $h_\xi h_\eta\rho=d^3(\xi^2-\eta^2)$. For axially symmetric functions,
\begin{equation}
\nabla^2=\frac{1}{d^2(\xi^2-\eta^2)}\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta\right].
\end{equation}
The ground state has no nodes and is not degenerate, so it is axially symmetric. Multiply $(\nabla^2+E+2/r)\psi=0$ by $d^2(\xi^2-\eta^2)$. The attraction becomes $2d(\xi+\eta)$, a sum of one-variable terms. With $\psi=X(\xi)Y(\eta)$, $p^2=-Ed^2$ and separation constant $A$,
\begin{align}
[(\xi^2-1)X']'+(2d\xi-p^2\xi^2-A)X&=0,\label{eq:X}\\
[(1-\eta^2)Y']'+(2d\eta+p^2\eta^2+A)Y&=0,\qquad Y(0)=0.\label{eq:Y}
\end{align}

Nodeless $X$ belongs to the largest eigenvalue $A_\xi$ of the first equation, nodeless $Y$ to the smallest eigenvalue $A_\eta$ of the second. First-order perturbation theory in $p^2$ gives
\begin{equation}
\frac{d(A_\xi-A_\eta)}{dp^2}=-\langle\xi^2\rangle+\langle\eta^2\rangle<0,
\end{equation}
so the two can agree at no more than one energy. They do agree once. For $p\to0$, the trial function $X=e^{-p\xi}$ shows that $A_\xi$ grows at least as fast as $d/p$, while $A_\eta$ stays finite. At $p=d$, $X=e^{-d\xi}$ solves (\ref{eq:X}) with $A_\xi=-d^2$. Writing $Y=e^{d\eta}F$ with $F(0)=0$, the step that led to (\ref{eq:parts}) gives $A_\eta+d^2=\int(1-\eta^2)e^{2d\eta}F'^2\big/\int Y^2>0$. The crossing therefore lies at $0<p<d$, that is $-1<E<0$. The product $XY$ found there is positive, and two positive functions cannot be orthogonal, so it is the ground state.

\subsection{Small depth}

Put $s=d\xi$ and $\kappa^2=-E$. Equation (\ref{eq:X}) becomes
\begin{equation}
\frac{d}{ds}\left[(s^2-d^2)\frac{dX}{ds}\right]+(2s-\kappa^2s^2-A)X=0 .
\end{equation}
The $d^2$ does not contribute at first order. Without it this is the hydrogen radial equation with $l(l+1)=A$. Its nodeless solution is $s^le^{-\kappa s}$; the terms of order $s^{l+1}$ require $2-2\kappa(l+1)=0$, hence $E=-1/(l+1)^2$.

In (\ref{eq:Y}) $p^2=\kappa^2d^2$ is also of second order. At $d=0$ the solution is $Y=\sqrt3\,\eta$ with $A=2$, so $l=1$ and $E=-\frac14$. As $d\to0$, $s\to r$ and $\eta\to\cos\theta$, and the product $XY$ becomes $re^{-r/2}\cos\theta$: the $2p_0$ state again. To first order in $d$,
\begin{equation}
A=2-2d\int_0^13\eta^3d\eta=2-\frac{3d}{2}.
\end{equation}
Since $\delta[l(l+1)]=3\,\delta l$ at $l=1$, $l=1-d/2$ and
\begin{equation}
E=-\frac1{(2-d/2)^2}=-\frac14-\frac d8+O(d^2),
\end{equation}
in agreement with (\ref{eq:slope}). The off-centre attraction acts as a reduced centrifugal barrier. Numerically, $(E+\frac14)/d$ is $-0.1271$ at $d=0.02$ and $-0.1260$ at $d=0.01$; its distance from $-0.125$ halves with $d$.

\subsection{Large depth}

Without the wall, $Y_0=e^{d\eta}$ solves (\ref{eq:Y}) with $p=d$ and $A=-d^2$. Let the wall change these to $p^2=d^2+\delta q$ and $A=-d^2+\delta A$, where $\delta q=-d^2\delta E$ and $\delta E=E+1$. Write $Y=Y_0F$. Multiplying (\ref{eq:Y}) by $Y_0$ and using the equation for $Y_0$ gives
\begin{equation}
[(1-\eta^2)Y_0^2F']'=-(\delta q\,\eta^2+\delta A)Y_0^2F .
\end{equation}
Integrate from 0 to 1. The bracket vanishes at $\eta=1$ and equals $C=F'(0)$ at $\eta=0$:
\begin{equation}
C=\int_0^1(\delta q\,\eta^2+\delta A)Y_0^2F\,d\eta .
\label{eq:C}
\end{equation}

Normalize by $F(1)=1$. The right-hand side of (\ref{eq:C}) accumulates near $\eta=1$, so near the wall $F'\simeq Ce^{-2d\eta}/(1-\eta^2)$. Up to exponentially small terms,
\begin{equation}
1\simeq C\int_0^\infty e^{-2d\eta}(1+\eta^2+\dots)d\eta
=\frac{C}{2d}\left(1+\frac1{2d^2}+\dots\right).
\end{equation}
Thus $C=2d[1-1/(2d^2)+\dots]$. In (\ref{eq:C}) $F$ may be replaced by 1, and $\int_0^1Y_0^2d\eta\simeq e^{2d}/(2d)$. The first equation gives $\delta A=-\delta q\langle\xi^2\rangle$ with weight $e^{-2d\xi}$. The averages are
\begin{equation}
\langle\xi^2\rangle=1+\frac1d+\frac1{2d^2},\qquad
\langle\eta^2\rangle\simeq1-\frac1d+\frac1{2d^2},
\end{equation}
and their difference is $2/d$. Hence
\begin{equation}
C=d^2\,\delta E\cdot\frac2d\cdot\frac{e^{2d}}{2d}=\delta E\,e^{2d},\qquad
E=-1+2d\,e^{-2d}\left(1-\frac1{2d^2}+\dots\right).
\end{equation}
At $d=6$ the calculated ratio $(E+1)/(2de^{-2d})$ is 0.9853 and the bracket gives 0.9861; at $d=8$ they are 0.9919 and 0.9922. The wall is felt through the exponential tail of the bulk state.

\section{What each derivation assumes}

Between the limits the two separated equations were solved numerically. In the example the bindings are
\begin{center}
\begin{tabular}{ccc}
$d$ ($a^*$) & $E$ ($\mathrm{Ry}^*$) & binding (meV)\\
0.5 & $-0.361$ & 4.91\\
1 & $-0.617$ & 8.40\\
2 & $-0.922$ & 12.54\\
4 & $-0.997$ & 13.57
\end{tabular}
\end{center}
For instance, $0.6173\times13.606=8.40$ meV. At the first three depths a diagonalization of (\ref{eq:H}) that does not use separation agrees to seven decimals. A smaller basis centred on the donor lies above these energies by less than $10^{-3}\,\mathrm{Ry}^*$, as an upper bound may.

The reflection argument needs a hard wall and a potential even in $z$. For another even potential the ground state is still the lowest odd state, provided the potential binds one (a strongly screened attraction may bind only an even state), but the value $\frac14$ belongs to the isotropic Coulomb problem. The wall formula (\ref{eq:wall}) needs a potential that moves rigidly with the donor. It then gives the sign of the energy change at every depth, but its size requires the wavefunction.

Separation, as used here, rests on more: an isotropic mass, a pure Coulomb attraction, and a flat wall midway between the foci. In return it reduces every depth to two ordinary equations and yields the exponential law.

Image charges show the difference. With unequal dielectric constants the potential seen from the donor changes as the wall moves, so (\ref{eq:wall}) gains a further term. The donor's image adds a term in $1/r'=1/[d(\xi+\eta)]$, which still separates. The electron's own image adds one in $1/z=1/(d\xi\eta)$; multiplied by $d(\xi^2-\eta^2)$ it gives $\xi/\eta-\eta/\xi$, which is not a sum of one-variable terms, and separation fails.

The numbers change as well. Let the dielectric constant outside be $\epsilon'$ and put $\gamma=(\epsilon-\epsilon')/(\epsilon+\epsilon')$. For a donor on the surface the attraction becomes $-2(1+\gamma)/r$, and the electron's own image adds $\gamma/(2z)$. The trial function $ze^{-\alpha r}$ has $\langle1/r\rangle=\alpha/2$ and $\langle1/z\rangle=3\alpha/4$, so
\begin{equation}
E\le\alpha^2-\Big(1+\frac{5\gamma}8\Big)\alpha,\qquad
E\le-\frac14\Big(1+\frac{5\gamma}8\Big)^2
\end{equation}
at the best $\alpha$. With $\epsilon=10$ and vacuum outside, $\gamma=9/11$ and the binding is at least $0.571\,\mathrm{Ry}^*$, or 7.77 meV instead of 3.40 meV. The factor of four therefore belongs to equal dielectric constants and is not a rule for a free semiconductor surface. The same holds for the depth dependence. This bound already exceeds $\frac12$ at $d=0$. For a deep donor the electron sits near $z=d$ and $r'=2d$, so the donor's image contributes $-\gamma/d$ and its own image $+\gamma/(2d)$. The binding tends to $1+\gamma/(2d)$: for $\gamma>0$ it overshoots the bulk value and falls back to it as $1/d$. The steady rise with depth, the bound $E\ge-1$ and the exponential law all belong to $\gamma=0$. With a finite barrier the electron leaks through the surface, and the condition $\psi=0$, on which both derivations rest, is lost.

The effective-mass description also requires $a^*$ and the length over which the state varies to be large compared with the lattice spacing, and it omits the short-range potential of the donor core. Depths of a few tenths of a nanometre therefore describe the continuum model, not a particular atomic site.

\section*{Computed values}
\begin{verbatim}
effective mass ratio m*/m = 0.1
dielectric constant = 10.0
effective Rydberg = 13.6057 meV
effective Bohr radius = 5.2918 nm
surface donor, lowest level = -0.2500000 Ry*
surface donor, next m=0 level = -0.111111 Ry*
surface donor binding = 3.4014 meV
surface donor mean electron depth = 3.7500 a*
surface donor mean electron depth = 19.844 nm
wall integral at d=0 = 0.12500 Ry*/a*
(E(d)+1/4)/d at d=0.02 a* = -0.12709 Ry*/a*
(E(d)+1/4)/d at d=0.01 a* = -0.12603 Ry*/a*
d (a*) | E separated | E unseparated | donor-centred basis gap (Ry*)
0.50 | -0.3609936 | -0.3609936 | 5.94e-04
1.00 | -0.6173187 | -0.6173187 | 6.66e-04
2.00 | -0.9217408 | -0.9217408 | 1.34e-04
dE/dd at d=1 a*, finite difference = -0.53082 Ry*/a*
minus wall integral at d=1 a* = -0.53083 Ry*/a*
d (a*) | d (nm) | E (Ry*) | binding (meV) | trial E (Ry*) | alpha (1/a*)
0.10 | 0.529 | -0.263649 | 3.5871 | -0.263528 | 0.5274
0.25 | 1.323 | -0.289959 | 3.9451 | -0.288660 | 0.5801
0.50 | 2.646 | -0.360994 | 4.9116 | -0.349890 | 0.7092
1.00 | 5.292 | -0.617319 | 8.3990 | -0.545122 | 0.9728
1.50 | 7.938 | -0.822218 | 11.1868 | -0.709337 | 1.0440
2.00 | 10.584 | -0.921741 | 12.5409 | -0.807387 | 1.0508
3.00 | 15.875 | -0.985358 | 13.4065 | -0.901892 | 1.0369
4.00 | 21.167 | -0.997384 | 13.5701 | -0.941862 | 1.0248
6.00 | 31.751 | -0.999927 | 13.6047 | -0.973133 | 1.0125
depth for binding Ry*/2 = 0.7881 a*
depth for binding Ry*/2 = 4.170 nm
(E+1)/(2d exp(-2d)) at d=6.0 a* = 0.98534
1-1/(2d^2) at d=6.0 a* = 0.98611
(E+1)/(2d exp(-2d)) at d=8.0 a* = 0.99185
1-1/(2d^2) at d=8.0 a* = 0.99219
trial function: (E+1)d^2 at d=40 a* = 0.9992 Ry* a*^2
\end{verbatim}
